# Gauss-Hermite DVR from the truncated position matrix, and its non-variational energies

A particle sits in a well that is nearly harmonic but stiffens at large displacement, and its lowest energies are wanted. Oscillator eigenfunctions are a natural basis. The kinetic energy has simple matrix elements in it, but each new potential needs a table of integrals $\langle\phi_m|V|\phi_n\rangle$. It is tempting to replace them by sums over a few values $V(x_\alpha)$. Which points should be used, and what happens to the variational guarantee?

Units are $\hbar=m=\omega=1$, so lengths are in $\sqrt{\hbar/m\omega}$ and energies in $\hbar\omega$. The Hamiltonian is $H=T+V(x)$ with $T=p^2/2$, bounded below and with discrete levels $E_0\le E_1\le\dots$. The basis is $\phi_0,\dots,\phi_{N-1}$, with projector $P$, and
$$\phi_n(x)=p_n(x)e^{-x^2/2},\qquad p_n=\frac{H_n}{\sqrt{2^n n!\sqrt\pi}} .$$

## Why arbitrary points fail

Given any $N$ distinct points, one can solve $N$ linear equations for weights $w_\alpha$ that integrate $1,x,\dots,x^{N-1}$ correctly against $e^{-x^2}$. But the overlap of two basis functions involves $p_mp_n$, whose degree reaches $2N-2$.

Take $N=2$ and points $\pm1$. The weights are $\sqrt\pi/2$ each. Since $p_1^2=2x^2/\sqrt\pi$, the sum for the norm of $\phi_1$ is
$$2\cdot\frac{\sqrt\pi}{2}\cdot\frac{2}{\sqrt\pi}=2,$$
instead of 1. The sampling has distorted the basis before any potential has entered.

So demand more. Write $W_\alpha=w_\alpha e^{x_\alpha^2}$, so that $\sum_\alpha W_\alpha\phi_m\phi_n=\sum_\alpha w_\alpha p_mp_n$, and form the square matrix $U_{n\alpha}=\sqrt{W_\alpha}\,\phi_n(x_\alpha)$. The rule should reproduce the overlaps and the matrix $X=PxP$ of position:
$$UU^T=1,\qquad U\,\mathrm{diag}(x_\alpha)\,U^T=X. \tag{1}$$
These equations say that $U$ diagonalizes $X$. The points can therefore only be the eigenvalues of the truncated position matrix. It remains to show that its eigenvectors do have the required form.

## Diagonalizing truncated $x$

With $x=(a+a^\dagger)/\sqrt2$ and $b_n=\sqrt{n/2}$,
$$x\phi_n=b_{n+1}\phi_{n+1}+b_n\phi_{n-1}. \tag{2}$$
Hence $X$ is tridiagonal, with zero diagonal and off-diagonal elements $b_1,\dots,b_{N-1}$. Let $v(x)=(\phi_0(x),\dots,\phi_{N-1}(x))^T$. Every row of $Xv$ except the last is the full recurrence; the last lacks the term $b_N\phi_N$. With $e_{N-1}$ the unit vector of the last row,
$$Xv(x)=x\,v(x)-b_N\phi_N(x)\,e_{N-1}. \tag{3}$$

Now let $c$ be an eigenvector of $X$ with eigenvalue $\lambda$. The first $N-1$ rows determine $c_1,c_2,\dots$ successively from $c_0$, because no $b_n$ with $n\ge1$ vanishes. If $c_0=0$, all of $c$ vanishes, so $c_0\ne0$. The same rows hold for $v(\lambda)$, so $c$ is proportional to $v(\lambda)$. By (3), the last row then requires $\phi_N(\lambda)=0$.

Each eigenvalue thus has one eigenvector up to scale. A real symmetric $N\times N$ matrix has $N$ orthogonal eigenvectors, so there are $N$ distinct real eigenvalues. All are zeros of $H_N$, which has degree $N$; they are its complete set of zeros, and each is simple.

Normalize the eigenvectors and choose $U_{0\alpha}>0$. Then $U_{n\alpha}=\sqrt{W_\alpha}\phi_n(x_\alpha)$ with
$$W_\alpha=\frac1{\sum_{n<N}\phi_n(x_\alpha)^2},\qquad w_\alpha=W_\alpha e^{-x_\alpha^2}=\sqrt\pi\,U_{0\alpha}^2 . \tag{4}$$
The last equality uses $\phi_0^2=e^{-x^2}/\sqrt\pi$. One diagonalization supplies both points and positive weights.

The sum in (4) has a closed form. Multiply (3) from the left by $v(y)^T$, write the same relation with $x$ and $y$ exchanged, and subtract. Since $X$ is symmetric, the left sides cancel:
$$(x-y)\,v(x)\cdot v(y)=b_N[\phi_N(x)\phi_{N-1}(y)-\phi_N(y)\phi_{N-1}(x)].$$
Set $y=x_\alpha$, where $\phi_N(y)=0$, divide by $x-x_\alpha$ and let $x\to x_\alpha$:
$$\sum_{n<N}\phi_n(x_\alpha)^2=b_N\phi_N'(x_\alpha)\phi_{N-1}(x_\alpha).$$
From $d/dx=(a-a^\dagger)/\sqrt2$ comes $\phi_N'=b_N\phi_{N-1}-b_{N+1}\phi_{N+1}$. At a node, (2) gives $b_{N+1}\phi_{N+1}=-b_N\phi_{N-1}$, so $\phi_N'=2b_N\phi_{N-1}$. With $2b_N^2=N$,
$$W_\alpha=\frac{1}{N\phi_{N-1}(x_\alpha)^2}. \tag{5}$$

## How far the quadrature is exact

Written out, the two equations (1) are
$$\sum_\alpha w_\alpha\,p_mp_n=\int e^{-x^2}p_mp_n\,dx,\qquad
\sum_\alpha w_\alpha\,x\,p_mp_n=\int e^{-x^2}x\,p_mp_n\,dx,$$
for $m,n\le N-1$, with the summands taken at $x_\alpha$. For each degree $k\le2N-2$ one can choose $m+n=k$, which gives a product of degree $k$. For degree $2N-1$ take $x\,p_{N-1}^2$. One polynomial of each degree from 0 to $2N-1$ forms a basis of all polynomials up to that degree. By linearity,
$$\sum_\alpha w_\alpha f(x_\alpha)=\int_{-\infty}^{\infty}e^{-x^2}f(x)\,dx,\qquad \deg f\le2N-1. \tag{6}$$

The limit is sharp. The polynomial $p_N^2$ has degree $2N$ and vanishes at every node, so its sum is 0, while its integral is 1. The leading coefficient of $p_N$ is $k_N=2^N/\sqrt{2^NN!\sqrt\pi}$. A polynomial $f$ of degree $2N$ with leading coefficient 1 is $p_N^2/k_N^2$ plus a remainder of degree at most $2N-1$, which is integrated exactly. Therefore
$$\int e^{-x^2}f\,dx-\sum_\alpha w_\alpha f(x_\alpha)=\frac1{k_N^2}=\frac{N!\sqrt\pi}{2^N}. \tag{7}$$

For $N=4$ the off-diagonal elements of $X$ are $0.707107$, $1$ and $1.224745$. The nodes solve $H_4=16x^4-48x^2+12=0$, so $x^2=(3\pm\sqrt6)/2$ and $x=\pm1.650680,\ \pm0.524648$.

For the weights, start an eigenvector with $c_0=1$. The rows of $X$ give $c_1=\sqrt2x$, $c_2=(2x^2-1)/\sqrt2$ and $c_3=x(2x^2-3)/\sqrt3$. At a node $(2x^2-3)^2=6$, so $c_3^2=2x^2$, and the squared norm is
$$1+2x^2+\tfrac12(2\pm\sqrt6)^2+2x^2=4(3\pm\sqrt6).$$
Since $U_{0\alpha}^2$ is the inverse of this norm, $w=\sqrt\pi/[4(3\pm\sqrt6)]$: $0.081313$ for the outer nodes and $0.804914$ for the inner ones.

The shifted powers $(x+1)^k$ contain odd and even parts, so symmetry alone cannot make them come out right. For $k=7=2N-1$, integral and sum are both $90.173590$. For $k=8$ the integral is $224.326191$ and the sum $221.667510$. The deficit $2.658681$ equals $4!\sqrt\pi/2^4$, as (7) requires.

## The Hamiltonian on the points

The functions
$$\chi_\alpha(x)=\sum_{n<N}U_{n\alpha}\phi_n(x)$$
are an orthonormal basis of the same space. At the nodes,
$$\chi_\alpha(x_\beta)=\sum_n U_{n\alpha}\frac{U_{n\beta}}{\sqrt{W_\beta}}=\frac{\delta_{\alpha\beta}}{\sqrt{W_\alpha}} .$$
Each function is nonzero at one node and vanishes at the others. Between the nodes it need not vanish, so it is not a position eigenstate.

The discrete variable representation (DVR) keeps the kinetic matrix exact and takes the potential diagonal in this basis:
$$H_{\rm DVR}=PTP+V(X),\qquad V(X)=U\,\mathrm{diag}[V(x_\alpha)]\,U^T. \tag{8}$$
From $p=(a-a^\dagger)/(i\sqrt2)$ one has $T=\frac14(2a^\dagger a+1-a^2-a^{\dagger2})$, hence
$$T_{nn}=\frac{2n+1}{4},\qquad T_{n,n+2}=T_{n+2,n}=-\frac{\sqrt{(n+1)(n+2)}}4,$$
and all other elements vanish. Only $N$ values of the potential are needed.

The element $V(X)_{mn}=\sum_\alpha W_\alpha\phi_mV\phi_n$ is a quadrature. For polynomial $V$ of degree $d$, (6) makes it exact whenever
$$m+n+d\le2N-1. \tag{9}$$
A linear potential satisfies this for the whole matrix. A quadratic one already fails at $m=n=N-1$.

## Where the upper bounds are lost

The Ritz calculation diagonalizes $PHP$. Its ordered eigenvalues satisfy $E_k^{\rm var}\ge E_k$ for the following reason. The lowest $k+1$ Ritz vectors span a space of dimension $k+1$, which must contain a normalized vector orthogonal to the $k$ lowest true eigenstates. The mean energy of that vector is at least $E_k$. It is also at most $E_k^{\rm var}$, because the vector is built from Ritz vectors with energies no higher than that.

The argument relies on $PHP$ giving the mean value of the true $H$ for every vector in the space. The DVR matrix does not do so, because projecting and taking a function do not commute: in general $V(PxP)\ne PV(x)P$. Define
$$\Delta=PVP-V(X),\qquad H_{\rm DVR}=PHP-\Delta.$$
Let $c$ be the normalized lowest eigenvector of $H_{\rm DVR}$, and $\psi=\sum_nc_n\phi_n$. Then
$$E_0\le\langle\psi|H|\psi\rangle=E_{\rm DVR}+c^T\Delta c. \tag{10}$$
The quantity protected by the variational principle is the right side, not $E_{\rm DVR}$. An energy below $E_0$ requires $c^T\Delta c>0$, though a positive value does not by itself put it there. When $\Delta=0$ the bounds survive. Since $\Delta$ is linear in $V$ and vanishes for $V=x$ by (9), a linear term in the potential adds nothing to it. Whether $\Delta$ vanishes depends on the rest of $V$ as a whole, since the contributions of different terms can add or cancel.

## The harmonic well as a test

For $V=x^2/2$ everything can be solved. With $Q=1-P$,
$$\Delta_2=Px^2P-(PxP)^2=PxQxP .$$
Of the basis functions, only $\phi_{N-1}$ is carried out of the space by $x$, with amplitude $b_N$. So $\Delta_2$ has the single nonzero element $b_N^2=N/2$, in the last diagonal place. The projected Hamiltonian is diagonal with the true energies $n+\frac12$, and the DVR subtracts $\frac12\Delta_2$. Its levels are
$$n+\tfrac12\quad(n=0,\dots,N-2),\qquad\text{and}\qquad N-\tfrac12-\tfrac N4=\tfrac{3N}4-\tfrac12. \tag{11}$$

Lowering one entry of a list cannot raise any entry of the ordered list, so every ordered DVR level lies at or below the true one. For $N=4$ the levels are $0.5,1.5,2.5,2.5$ against the true $0.5,1.5,2.5,3.5$: the fourth is too low by one quantum.

For $N>4$ the displaced level falls below $N-\frac32$, inside the list of correct energies, and shifts the numbering of those above it. For large $N$ this affects about the top quarter of the computed levels. The ground energy itself is wrong only for $N=1$, where it is $\frac14$.

## A quartic term: errors of either sign

The harmonic case might suggest that DVR energies are lower bounds. A quartic potential shows that they are not. By (2), an element of $x^4$ is a sum over four-step walks on the ladder of levels, each step between $n-1$ and $n$ contributing $b_n$. The matrix $X^4$ contains the walks that stay at or below level $N-1$. Hence $\Delta_4=Px^4P-X^4$ collects the walks that visit level $N$ or higher.

A walk from $m$ to $n$ that touches $N$ needs at least $(N-m)+(N-n)$ steps, and $m+n$ must be even. The possibilities are:

- From $N-1$ back to $N-1$, with u for up and d for down, the walks are uudd, udud, uddu and duud. Their sum is $b_N^2(b_{N+1}^2+b_N^2+2b_{N-1}^2)=N(4N-1)/4$.
- From $N-2$ back to $N-2$, the walk uudd gives $b_{N-1}^2b_N^2=N(N-1)/4$.
- From $N-1$ to $N-3$, uddd gives $b_N^2b_{N-1}b_{N-2}=N\sqrt{(N-1)(N-2)}/4$. The reverse element is equal.

For $N\ge3$, consider the block of $\Delta_4$ on levels $N-3$ and $N-1$. One diagonal element is zero and the off-diagonal element is not, so the determinant is negative and the eigenvalues have opposite signs. For $N=4$ the eigenvalues of $\Delta_4$ are $-0.3899$, $0$, $3$ and $15.3899$. So $\Delta_4$ by itself does not put the DVR levels on a fixed side of the Ritz levels.

Now take $V=x^2/2+\lambda x^4$ with $\lambda=0.1$. A Ritz calculation with 40 functions and an extrapolated finite-difference calculation both give $E_0=0.55914633$, which serves as the reference.

**Two points.** The nodes are $\pm1/\sqrt2$, where $V=\frac14+\frac\lambda4$ at both. So $V(X)$ is this number times the unit matrix. Adding $T_{00}=\frac14$ gives
$$E_{\rm DVR}=\tfrac12+\tfrac\lambda4=0.525,$$
which is $0.034$ below the reference. The true mean of $x^4$ in $\phi_0$ is $\frac34$, not $\frac14$, so the Ritz value is $\frac12+\frac{3\lambda}4=0.575$. The difference, $0.05$, is $c^T\Delta c$, and (10) is restored.

**Three points.** Parity separates $\phi_0,\phi_2$ from $\phi_1$. The nodes are $0,\pm\sqrt{3/2}$, so $X^4=\frac32X^2$. On the even functions $X^2$ has diagonal $\frac12,1$ and off-diagonal $1/\sqrt2$. The harmonic DVR part is diagonal, with entries $0.5$ and $1.75$ by (11). Adding $\lambda X^4$ gives the left matrix below. Adding $\Delta=\frac12\Delta_2+\lambda\Delta_4$ gives the Ritz matrix on the right:
$$\begin{pmatrix}0.575&0.1061\\0.1061&1.900\end{pmatrix},\qquad
\begin{pmatrix}0.575&0.2121\\0.2121&3.475\end{pmatrix}.$$
Their lowest eigenvalues are $0.56656$ and $0.55956$. The DVR energy is now above the reference, and above the Ritz value too. It places the upper function too low, which by itself would lower the ground energy, but it also halves the coupling. To second order the downward shift is the squared coupling over the gap: $0.0085$ in the DVR and $0.0155$ in the Ritz matrix. The lost coupling wins.

**More points.** The errors relative to the reference, and the corrections $c^T\Delta c$, are:

| $N$ | $E_{\rm DVR}-E_0$ | $c^T\Delta c$ |
|---|---|---|
| 4 | $-1.34\times10^{-3}$ | $+1.96\times10^{-3}$ |
| 6 | $+2.16\times10^{-4}$ | $+2.64\times10^{-5}$ |
| 8 | $-1.23\times10^{-5}$ | $+3.66\times10^{-5}$ |
| 9 | $+5.67\times10^{-6}$ | $-3.58\times10^{-6}$ |
| 10 | $-2.78\times10^{-6}$ | $+3.61\times10^{-6}$ |

In these rows the error shrinks in size while its sign changes, but the decrease is not monotone in general: the error is $-2.6\times10^{-8}$ at $N=11$ and $+2.7\times10^{-7}$ at $N=12$. The row $N=6$ shows a positive $c^T\Delta c$ with an energy still above $E_0$. Up to $N=12$ the energy lies above the reference at $N=3,6,9,12$ and below it otherwise; this is an observation for this $\lambda$, and the period of three does not continue, since the energy lies above the reference at $N=14$ and below it at $N=15$.

One feature can be derived. For even $N$, the even functions end at $\phi_{N-2}$, and the only element of $\Delta$ among them is $\lambda N(N-1)/4>0$. The DVR then subtracts a non-negative matrix in the even sector. The Ritz ground state is even, since $\phi_0$ already gives $0.575$, while odd states cannot lie below the harmonic value $1.5$ because $V\ge x^2/2$. So for even $N$ the DVR ground energy cannot exceed the Ritz value. It may still exceed the true energy, as at $N=6$.

## Restoring the guarantee

The cause is the integration of the potential, and it can be changed alone. Keep the $N$ functions and $PTP$, but evaluate $\langle\phi_m|V|\phi_n\rangle$ with $M>N$ Gauss-Hermite points. For a quartic $V$ the highest degree is $2(N-1)+4=2N+2$, and exactness requires $2N+2\le2M-1$, so $M\ge N+2$ suffices. With $M=N+1$ one element is wrong, the last diagonal one. The missing walk uudd now has to reach level $N+1$, so the error is $\lambda b_N^2b_{N+1}^2=\lambda N(N+1)/4$.

For $N=4$ the largest element error is $2.5$ with four points, $0.5$ with five and zero to the printed digits with six. The ground energy moves from $0.55781$, below the reference, to the Ritz value $0.55956$. It reaches that value already at $M=5$, because the remaining wrong element belongs to the odd function $\phi_3$, which does not mix with the even ground state. The full set of upper bounds needs $M=6$.

The price is that $N$ functions sampled at $M>N$ points no longer give a square orthogonal $U$, and the potential matrix is in general no longer diagonal in the basis $\chi_\alpha$. For a non-polynomial potential, finite $M$ generally leaves some error. If $\|\Delta\|$ is the largest magnitude of an eigenvalue of the remaining error matrix, then $PHP$ exceeds the computed matrix by at most $\|\Delta\|$ in any mean value. The same dimension argument gives $E_k\le E_k^{\rm computed}+\|\Delta\|$. The change of a DVR energy with $N$ indicates its accuracy but does not bound the error: in the quartic example the energy changes by $4.1\times10^{-4}$ from $N=4$ to $N=5$, while the error left at $N=5$ is $9.3\times10^{-4}$. Where a strict upper bound on the ground energy is needed, the mean value in (10) provides one, if its integrals are done exactly. The numerical output below lists the remaining values.

## Computed results

```
Lengths in sqrt(hbar/(m omega)), energies in hbar*omega
N=4 off-diagonal elements of X: [0.707107 1.       1.224745]
N=4 node -1.650680  weight w 0.081313  W 1.240226
N=4 node -0.524648  weight w 0.804914  W 1.059964
N=4 node +0.524648  weight w 0.804914  W 1.059964
N=4 node +1.650680  weight w 0.081313  W 1.240226
(x+1)^6: integral 38.329315  4-point sum 38.329315  deficit 0.000000
(x+1)^7: integral 90.173590  4-point sum 90.173590  deficit 0.000000
(x+1)^8: integral 224.326191  4-point sum 221.667510  deficit 2.658681
N! sqrt(pi)/2^N for N=4: 2.658681
N=4 harmonic DVR levels: [0.5 1.5 2.5 2.5]
exact harmonic levels:   [0.5 1.5 2.5 3.5]
N=4 eigenvalues of Delta for x^4: [-0.3899  0.      3.     15.3899]
quartic coefficient lambda = 0.1
reference ground energy, 40 functions: 0.55914633
reference, finite differences:         0.55914633
N, E_DVR, E_variational, E_DVR-E_ref, c.Delta.c
 1  0.25000000  0.57500000  -3.09e-01  +3.25e-01
 2  0.52500000  0.57500000  -3.41e-02  +5.00e-02
 3  0.56656315  0.55956491  +7.42e-03  -6.87e-03
 4  0.55780601  0.55956491  -1.34e-03  +1.96e-03
 5  0.55821252  0.55938559  -9.34e-04  +2.74e-03
 6  0.55936224  0.55938559  +2.16e-04  +2.64e-05
 7  0.55901288  0.55916595  -1.33e-04  +3.37e-04
 8  0.55913399  0.55916595  -1.23e-05  +3.66e-05
 9  0.55915199  0.55914665  +5.67e-06  -3.58e-06
10  0.55914355  0.55914665  -2.78e-06  +3.61e-06
11  0.55914630  0.55914661  -2.55e-08  +1.54e-06
12  0.55914660  0.55914661  +2.72e-07  +9.27e-09
16  0.55914632  0.55914633  -8.29e-09  +1.63e-08
20  0.55914633  0.55914633  +2.12e-10  +2.88e-13
N=4 functions, M-point potential: M, ground energy, largest element error
4  0.55780601  2.500000
5  0.55956491  0.500000
6  0.55956491  0.000000
```
